# Steady fluoride loss per cycle in thermal etching with partial removal: test program

```python
# Result under test: steady fluoride loss per thermal-etching cycle
#     y = sqrt(f*K*t/(2-f))
# x: fluoride thickness (nm); growth law dx/dt = K/(2x), so x^2 = K*t on bare oxide
# K: parabolic constant (nm^2/s); t: exposure per cycle (s)
# f: fraction of the thickness taken uniformly by each removal step
# L: thickness just before removal; (1-f)*L: residual thickness after removal
# S: HF dissolved at the surface per ZrF4 unit, divided by the 4 HF consumed per unit
# A: interface-reaction length in dx/dt = K/(2x+A)
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

K, t_exp, f = 0.025, 10.0, 0.2
T, p_torr = 523.0, 1.0
rho_oxide, rho_fluoride = 5.7, 4.4           # g/cm^3, rough typical values
mass_Zr, mass_O, mass_F, mass_H = 91.22, 16.00, 19.00, 1.008
S, A, tau, purge = 0.01, 0.2, 1.0, 30.0      # assumed, to size neglected effects
E_act, dT = 0.5, 5.0                         # eV and K, assumed


def loss_formula(frac, k_par, time):
    return np.sqrt(frac * k_par * time / (2 - frac))


def grow(x0, time, k_par=K, length=0.0, pressure=lambda s: 1.0):
    """Integrate the growth equation numerically through one exposure."""
    sol = solve_ivp(lambda s, x: k_par * pressure(s) / (2 * x + length),
                    (0, time), [x0], method="DOP853", rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def steady_loss(frac, grower):
    """Find the thickness that repeats after removal and regrowth."""
    L = brentq(lambda z: grower((1 - frac) * z) - z, 0.01, 20.0, xtol=1e-11)
    return frac * L


# Main formula against the numerically integrated cycle
for frac in (0.05, 0.2, 0.5, 0.9):
    for time in (2.0, 10.0, 40.0):
        numeric = steady_loss(frac, lambda r: grow(r, time))
        assert abs(numeric / loss_formula(frac, K, time) - 1) < 1e-6

y = loss_formula(f, K, t_exp)
L = y / f
residual = L - y
y_numeric = steady_loss(f, lambda r: grow(r, t_exp))

# Approach to the steady cycle from nearly bare oxide and from a thick layer
histories = []
for start in (1e-4, 3.0):
    x, history = start, []
    for cycle in range(40):
        x = grow(x, t_exp)
        history.append(f * x)
        x *= 1 - f
    assert abs(history[-1] / y - 1) < 1e-6
    histories.append(np.array(history))
n = np.arange(1, 41)
assert np.allclose(histories[0], y * np.sqrt(1 - (1 - f)**(2 * n)), rtol=1e-6)
cycles_99 = int(np.argmax(histories[0] >= 0.99 * y)) + 1

# Sensitivity to the removed fraction, from the integrated cycle
y_up = steady_loss(1.01 * f, lambda r: grow(r, t_exp))
y_down = steady_loss(0.99 * f, lambda r: grow(r, t_exp))
elasticity = np.log(y_up / y_down) / np.log(1.01 / 0.99)
assert abs(elasticity - 1 / (2 - f)) < 1e-4


# Moving-boundary diffusion of HF; the parabolic law is not assumed here.
# The layer is empty of HF at the start of each exposure.
def grow_by_diffusion(x0, storage, cells=40):
    D = K / (2 * storage)
    h = 1.0 / cells
    xi = np.linspace(0, 1, cells + 1)

    def rhs(s, state):
        x = state[-1]
        u = np.concatenate(([1.0], state[:-1], [0.0]))
        slope_end = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * h)
        speed = -D * storage * slope_end / x
        curvature = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        slope = (u[2:] - u[:-2]) / (2 * h)
        du = D * curvature / x**2 + xi[1:-1] * speed * slope / x
        return np.append(du, speed)

    start = np.append(np.zeros(cells - 1), x0)
    sol = solve_ivp(rhs, (0, t_exp), start, method="BDF", rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[-1, -1]


diffusion_loss = {}
for storage in (S, 2 * S):
    L_diff = brentq(lambda z: grow_by_diffusion((1 - f) * z, storage) - z,
                    0.8 * L, 1.2 * L, xtol=1e-7)
    diffusion_loss[storage] = f * L_diff
    predicted = f * np.sqrt(K * t_exp / (f * (2 - f) + storage / 3))
    shift_numeric, shift_predicted = f * L_diff / y - 1, predicted / y - 1
    assert abs(shift_numeric / shift_predicted - 1) < 0.05   # next order in S

# Finite interface reaction: integrated cycle against the quadratic balance
y_reaction = steady_loss(f, lambda r: grow(r, t_exp, length=A))
a = (2 - f) / f
y_quadratic = (-A + np.sqrt(A**2 + 4 * a * K * t_exp)) / (2 * a)
assert abs(y_reaction / y_quadratic - 1) < 1e-6

# Growth in the purge, with HF pressure decaying exponentially
y_tail = steady_loss(f, lambda r: grow(grow(r, t_exp), purge,
                                      pressure=lambda s: np.exp(-s / tau)))
assert abs(y_tail / loss_formula(f, K, t_exp + tau) - 1) < 1e-6

# Patchy removal: a random fraction f of sites is cleared completely
ages = np.arange(1, 500)
y_patchy = f * np.sqrt(K * t_exp) * np.sum(f * (1 - f)**(ages - 1) * np.sqrt(ages))
rng = np.random.default_rng(7)
squared = np.zeros(100000)
losses = []
for cycle in range(100):
    squared += K * t_exp
    cleared = rng.random(squared.size) < f
    if cycle >= 50:
        losses.append(np.sum(np.sqrt(squared[cleared])) / squared.size)
    squared[cleared] = 0.0
y_patchy_random = np.mean(losses)
assert abs(y_patchy_random / y_patchy - 1) < 0.005           # sampling noise

# Temperature drift through an activated parabolic constant
k_eV = const.k / const.e
K_hot = K * np.exp(E_act / k_eV * (1 / T - 1 / (T + dT)))
y_hot = steady_loss(f, lambda r: grow(r, t_exp, k_par=K_hot))
assert abs(np.log(y_hot / y) / (E_act * dT / (2 * k_eV * T**2)) - 1) < 0.02

# Volumes per Zr atom (nm^3), etched oxide and gas supply
v_oxide = (mass_Zr + 2 * mass_O) / (rho_oxide * const.N_A) * 1e21
v_fluoride = (mass_Zr + 4 * mass_F) / (rho_fluoride * const.N_A) * 1e21
oxide_loss = y * v_oxide / v_fluoride
unit_size = v_fluoride**(1 / 3)
m_HF = (mass_H + mass_F) * const.atomic_mass
supply = p_torr * const.torr / np.sqrt(2 * np.pi * m_HF * const.k * T) * 1e-18
demand = 4 * K / (2 * residual) / v_fluoride
assert demand < 0.01 * supply


def percent(value):
    return f"{100 * (value / y - 1):+.2f} %"


print(f"Parabolic constant K = {K:.3f} nm^2/s")
print(f"Exposure t = {t_exp:.0f} s, removed fraction f = {f:.1f}")
print(f"Temperature = {T:.0f} K, HF pressure = {p_torr:.1f} Torr")
print(f"K*t = {K*t_exp:.3f} nm^2")
print(f"f*(2-f) = {f*(2-f):.3f}")
print(f"Layer before removal L = {L:.4f} nm")
print(f"Layer after removal = {residual:.4f} nm")
print(f"Fluoride loss per cycle, formula = {y:.4f} nm")
print(f"Fluoride loss per cycle, integrated = {y_numeric:.4f} nm")
print(f"Rough densities: oxide {rho_oxide}, fluoride {rho_fluoride} g/cm^3")
print(f"Volume per Zr: oxide {v_oxide:.4f}, fluoride {v_fluoride:.4f} nm^3")
print(f"Volume ratio fluoride/oxide = {v_fluoride/v_oxide:.3f}")
print(f"Oxide etched per cycle = {oxide_loss:.4f} nm = {10*oxide_loss:.2f} angstrom")
print(f"Zr removed per cycle = {y/v_fluoride:.2f} atoms/nm^2")
print("Loss in cycle n, starting from nearly bare oxide:")
for cycle in (1, 2, 3, 5, 10):
    print(f"  n = {cycle}: {histories[0][cycle-1]:.4f} nm")
print(f"First cycle within 1 % of steady loss: {cycles_99}")
print(f"Loss in cycle 1 from a 3 nm layer = {histories[1][0]:.4f} nm")
print("Steady loss for other fractions, same K*t:")
for frac in (0.1, 0.5, 1.0):
    print(f"  f = {frac:.1f}: {loss_formula(frac, K, t_exp):.4f} nm")
print(f"Steady loss at doubled exposure = {loss_formula(f, K, 2*t_exp):.4f} nm")
print(f"d ln(loss)/d ln(f), integrated = {elasticity:.4f}")
print("Neglected effects (loss, change from formula):")
print(f"  HF storage, S = {S}: {diffusion_loss[S]:.4f} nm, {percent(diffusion_loss[S])}")
print(f"  HF storage, S = {2*S}: {diffusion_loss[2*S]:.4f} nm, {percent(diffusion_loss[2*S])}")
print(f"  HF diffusivity implied by S = {S}: {K/(2*S):.2f} nm^2/s")
print(f"  Interface reaction, A = {A} nm: {y_reaction:.4f} nm, {percent(y_reaction)}")
print(f"  HF tail {tau:.0f} s in {purge:.0f} s purge: {y_tail:.4f} nm, {percent(y_tail)}")
print(f"  Patchy removal, sum: {y_patchy:.4f} nm, {percent(y_patchy)}")
print(f"  Patchy removal, random sites: {y_patchy_random:.4f} nm")
print(f"  +{dT:.0f} K at {E_act} eV activation: {y_hot:.4f} nm, {percent(y_hot)}")
print(f"HF arriving = {supply:.3g} per nm^2 per s")
print(f"Largest HF demand = {demand:.3g} per nm^2 per s")
print(f"Demand/supply = {demand/supply:.2g}")
print(f"Size of one ZrF4 unit = {unit_size:.3f} nm")
print(f"Loss / unit size = {y/unit_size:.2f}, L / unit size = {L/unit_size:.2f}")
print("all good")
```

It prints:

```
Parabolic constant K = 0.025 nm^2/s
Exposure t = 10 s, removed fraction f = 0.2
Temperature = 523 K, HF pressure = 1.0 Torr
K*t = 0.250 nm^2
f*(2-f) = 0.360
Layer before removal L = 0.8333 nm
Layer after removal = 0.6667 nm
Fluoride loss per cycle, formula = 0.1667 nm
Fluoride loss per cycle, integrated = 0.1667 nm
Rough densities: oxide 5.7, fluoride 4.4 g/cm^3
Volume per Zr: oxide 0.0359, fluoride 0.0631 nm^3
Volume ratio fluoride/oxide = 1.758
Oxide etched per cycle = 0.0948 nm = 0.95 angstrom
Zr removed per cycle = 2.64 atoms/nm^2
Loss in cycle n, starting from nearly bare oxide:
  n = 1: 0.1000 nm
  n = 2: 0.1281 nm
  n = 3: 0.1432 nm
  n = 5: 0.1575 nm
  n = 10: 0.1657 nm
First cycle within 1 % of steady loss: 9
Loss in cycle 1 from a 3 nm layer = 0.6083 nm
Steady loss for other fractions, same K*t:
  f = 0.1: 0.1147 nm
  f = 0.5: 0.2887 nm
  f = 1.0: 0.5000 nm
Steady loss at doubled exposure = 0.2357 nm
d ln(loss)/d ln(f), integrated = 0.5556
Neglected effects (loss, change from formula):
  HF storage, S = 0.01: 0.1659 nm, -0.46 %
  HF storage, S = 0.02: 0.1651 nm, -0.91 %
  HF diffusivity implied by S = 0.01: 1.25 nm^2/s
  Interface reaction, A = 0.2 nm: 0.1559 nm, -6.44 %
  HF tail 1 s in 30 s purge: 0.1748 nm, +4.88 %
  Patchy removal, sum: 0.2051 nm, +23.08 %
  Patchy removal, random sites: 0.2053 nm
  +5 K at 0.5 eV activation: 0.1757 nm, +5.39 %
HF arriving = 3.43e+06 per nm^2 per s
Largest HF demand = 1.19 per nm^2 per s
Demand/supply = 3.5e-07
Size of one ZrF4 unit = 0.398 nm
Loss / unit size = 0.42, L / unit size = 2.09
all good
```
